# Weak-localization magnetoconductance of an oxide film without spin-orbit scattering, part 2

A magnetic field \(B\) perpendicular to a thin, weakly disordered film suppresses an interference effect and raises the sheet conductance. The formula to be derived is

\[
\Delta\sigma(B)=\sigma(B)-\sigma(0)=\frac{e^2}{2\pi^2\hbar}\left[\psi\!\left(\frac12+\frac{B_\phi}{B}\right)-\ln\frac{B_\phi}{B}\right],\qquad B_\phi=\frac{\hbar}{4eL_\phi^2},
\]

where \(\psi(z)=\Gamma'(z)/\Gamma(z)\) is the digamma function and \(L_\phi\) is the dephasing length. It holds without spin-orbit or magnetic scattering and for \(B\ll\hbar/(2el^2)\), with \(l\) the mean free path.

The algebra uses atomic units, \(\hbar=e=m_e=1\), with \(e\) the magnitude of the electron charge. Conductance is then in units of \(e^2/\hbar\), and \(l_B\) is the magnetic length of a single electron. The vector potential of the field is \(\mathbf A\). The film has one occupied subband, with effective mass \(m\), Fermi energy \(\varepsilon_F\), Fermi wave number \(k_F\) and \(k_Fl\gg1\). Without the interference correction its conductance is \(\sigma_0=k_Fl/(2\pi)\).

The disorder is static, short-range and independent of spin. Its strength is \(u=\frac{1}{2\pi\nu\tau}\), where \(\nu\) is the density of states per spin and area and \(\tau\) is the time between collisions. \(G^R\) is the disorder-averaged retarded Green function.

The correction \(\delta\sigma\) comes from pairs of histories that visit the same impurities in opposite orders. The Cooperon \(C\) propagates such a pair, whose total momentum is \(\mathbf Q\). With diffusion constant \(D\) and dephasing time \(\tau_\phi\), in zero field,

\[
\delta\sigma=-\frac1\pi\,\frac{4\pi\nu D\tau^2}{2\pi\nu\tau^2}\int\frac{d^2Q}{(2\pi)^2}\frac{1}{DQ^2+1/\tau_\phi}=-\frac{2D}{\pi}\,C(\mathbf r,\mathbf r).
\]

This integral diverges logarithmically at large \(Q\). Cutting it off at \(DQ^2=1/\tau\) yields

\[
\delta\sigma(0)=-\frac{2D}{\pi}\,\frac{1}{4\pi D}\ln\!\left(1+\frac{\tau_\phi}{\tau}\right)\simeq-\frac{1}{2\pi^2}\ln\frac{\tau_\phi}{\tau},
\]

where a constant of order one added to the logarithm is undetermined.

## The Cooperon in a field and the change of conductance

The quantities needed from the first half are these. In atomic units, a film with diffusion constant \(D\), elastic time \(\tau\), mean free path \(l\) with \(D\tau=l^2/2\), and dephasing time \(\tau_\phi\) has the interference correction \(\delta\sigma=-(2D/\pi)C(\mathbf r,\mathbf r)\), summed over both spins. The Cooperon \(C\) is built from repeated flights between impurities, and one flight contributes the factor \(P(Q)\simeq1-D\tau Q^2\) in zero field. The dephasing length is \(L_\phi=\sqrt{D\tau_\phi}\), and \(B=1/l_B^2\).

An electron of charge \(-1\) has the kinetic energy \((\mathbf p+\mathbf A)^2/(2m)\). When the cyclotron frequency \(\omega_c=B/m\) satisfies \(\omega_c\tau\ll1\), a flight between two collisions is nearly straight. The field then enters the averaged Green function as a phase,

\[
G^R(\mathbf r,\mathbf r';B)\simeq G^R(\mathbf r-\mathbf r')\exp\!\left(-i\int_{\mathbf r'}^{\mathbf r}\mathbf A\cdot d\mathbf s\right).
\]

The reversed history runs from \(\mathbf r\) to \(\mathbf r'\) and has the opposite phase. It enters as a complex conjugate, which reverses the sign once more. The two phases therefore add, and a flight of the pair carries \(\exp(-2i\int\mathbf A\cdot d\mathbf s)\). The Cooperon responds to the field as a particle of charge 2 in magnitude. For a closed loop of area \(S\), the phase difference between the two histories is \(2BS\) in magnitude.

Let \(\mathbf s=\mathbf r-\mathbf r'\) be the displacement in one flight. Moving a smooth function \(f\) along a straight line with the doubled phase is the same as applying the exponential of a covariant derivative:

\[
e^{-2i\int_{\mathbf r-\mathbf s}^{\mathbf r}\mathbf A\cdot d\mathbf s'}f(\mathbf r-\mathbf s)=e^{-\mathbf s\cdot\boldsymbol{\mathcal D}}f(\mathbf r),\qquad \boldsymbol{\mathcal D}=\nabla+2i\mathbf A .
\]

To see this, replace \(\mathbf s\) by \(\lambda\mathbf s\) and differentiate at \(\lambda=0\). The left side gives \(-\mathbf s\cdot\nabla f-2i\,\mathbf s\cdot\mathbf A f\), which is \(-\mathbf s\cdot\boldsymbol{\mathcal D}f\). Repeating such small displacements builds up the exponential. All directions of \(\mathbf s\) are equally likely, so the linear term averages to zero and the quadratic one leaves

\[
Pf\simeq f+\frac{\langle s^2\rangle}{4}\,\boldsymbol{\mathcal D}^2f .
\]

Without a field this must reproduce \(1-D\tau Q^2\), which fixes \(\langle s^2\rangle=4D\tau\). Hence \(1-P\) becomes \(-D\tau\boldsymbol{\mathcal D}^2\), and with dephasing

\[
\left[-D(\nabla+2i\mathbf A)^2+\frac1{\tau_\phi}\right]C(\mathbf r,\mathbf r')=\delta(\mathbf r-\mathbf r').
\]

The expansion requires the phase acquired over an area \(l^2\) to be small. A convenient scale is

\[
B_{tr}=\frac{1}{4D\tau}=\frac{1}{2l^2},
\]

and the derivation holds for \(B\ll B_{tr}\). The film must also be much thinner than \(l_B\) and \(L_\phi\), so that the motion of the pair is two-dimensional.

Zeeman splitting does not upset the pairing at this order. Without spin-flip scattering, the two interfering histories belong to the same spin direction and have the same energy. The splitting changes the Fermi velocity of each spin species slightly, which is negligible if it is small compared with the Fermi energy.

The spectrum of the Cooperon follows from the operator \(\boldsymbol\pi=-i\nabla+2\mathbf A\), for which \(-\boldsymbol{\mathcal D}^2=\pi_x^2+\pi_y^2\). Its components do not commute:

\[
[\pi_x,\pi_y]=-2i\left(\partial_xA_y-\partial_yA_x\right)=-2iB .
\]

Define \(a=(\pi_x-i\pi_y)/(2\sqrt B)\). Then

\[
[a,a^\dagger]=\frac{2i[\pi_x,\pi_y]}{4B}=1,\qquad
a^\dagger a=\frac{\pi_x^2+\pi_y^2-i[\pi_x,\pi_y]}{4B}=\frac{\pi_x^2+\pi_y^2}{4B}-\frac12 .
\]

These are the relations of a harmonic oscillator, so \(a^\dagger a\) has the eigenvalues \(n=0,1,2,\dots\), and the eigenvalues of \(-D\boldsymbol{\mathcal D}^2\) are

\[
\lambda_n=4BD\left(n+\frac12\right).
\]

They are rates of decay of the pair, not energies of electrons. The electronic Landau levels are not resolved, because \(\omega_c\tau\ll1\).

The number of modes in each level is found in the gauge \(\mathbf A=(0,Bx)\), where a mode with wave number \(k_y\) is centred at \(x=-k_y/(2B)\). In a film of sides \(L_x\) and \(L_y\), centres inside the film span a range \(2BL_x\) of \(k_y\), and allowed values are spaced by \(2\pi/L_y\). This gives \(BL_xL_y/\pi\) modes, or \(B/\pi\) per unit area. In a large uniform film the squared mode functions of one level add up to the same density everywhere. Therefore

\[
\delta\sigma(B)=-\frac{2D}{\pi}\,\frac B\pi\sum_n\frac{1}{4BD(n+\frac12)+1/\tau_\phi}
=-\frac{1}{2\pi^2}\sum_n\frac{1}{n+\frac12+\beta},
\]

with

\[
\beta=\frac{1}{4BD\tau_\phi}=\frac{B_\phi}{B},\qquad B_\phi=\frac{1}{4L_\phi^2}.
\]

The sum diverges logarithmically, just as the zero-field integral does. To compare them, substitute \(DQ^2=4BDw\) in the latter. The density of states becomes \(d^2Q/(2\pi)^2=d(Q^2)/(4\pi)=(B/\pi)\,dw\), and

\[
\delta\sigma(0)=-\frac{1}{2\pi^2}\int_0\frac{dw}{w+\beta}.
\]

The field thus gathers the continuous spectrum of each interval \(n<w<n+1\) at its midpoint, without changing the number of modes. Keep \(N\) levels in the sum and the same range \(0<w<N\) in the integral. The recurrence \(\psi(z+1)=\psi(z)+1/z\) sums the series, and the difference is

\[
2\pi^2\Delta\sigma=\ln\frac{N+\beta}{\beta}-\psi\!\left(N+\frac12+\beta\right)+\psi\!\left(\frac12+\beta\right).
\]

At large argument \(\psi(z)-\ln z\) tends to zero, so the terms containing \(N\) cancel as \(N\to\infty\). What remains is

\[
\Delta\sigma(B)=\frac{1}{2\pi^2}\left[\psi\!\left(\frac12+\beta\right)-\ln\beta\right],
\]

the stated formula once \(e^2/\hbar\) is restored.

The result does not depend on the sharp cutoff. Let a smooth, rapidly decaying function \(h(w/N)\), with \(h(0)=1\), multiply both the summand and the integrand \(1/(w+\beta)\). In each unit interval, the difference between the integral and the midpoint value is controlled by the second derivative of the product. When both derivatives act on \(1/(w+\beta)\), the contributions form a convergent sum with a limit independent of \(h\). Any derivative acting on \(h\) brings a factor \(1/N\), and the sum of those terms vanishes as \(N\to\infty\). The high modes, which diffusion describes poorly, have thus dropped out of the difference.

The sign is clearest in the time domain. The mode sum for the return density of the pair after a time \(t\) is a geometric series,

\[
W_B(t)=\frac B\pi\sum_{n=0}^\infty e^{-4BDt(n+1/2)}=\frac{B}{2\pi\sinh(2BDt)},
\]

and its zero-field limit is \(W_0(t)=1/(4\pi Dt)\). Since \(C(\mathbf r,\mathbf r)\) is the time integral of \(e^{-t/\tau_\phi}W_B(t)\),

\[
\Delta\sigma=\frac{2D}{\pi}\int_0^\infty dt\,e^{-t/\tau_\phi}\left[\frac{1}{4\pi Dt}-\frac{B}{2\pi\sinh(2BDt)}\right].
\]

With \(s=4BDt\) this becomes

\[
\Delta\sigma=\frac{1}{2\pi^2}\int_0^\infty ds\,e^{-\beta s}\left[\frac1s-\frac{1}{2\sinh(s/2)}\right].
\]

Omitting times \(s<\epsilon\) multiplies each mode by \(e^{-\epsilon(w+\beta)}\), which is one of the smooth cutoffs just considered; the integral therefore equals the digamma expression. Because \(\sinh y>y\) for \(y>0\), the bracket is positive, and so is \(\Delta\sigma\). In the preceding form, the ratio \(2BDt/\sinh(2BDt)\) decreases as \(B\) grows at fixed \(t\), so \(\Delta\sigma\) rises steadily with field.

For \(B\ll B_\phi\), \(\beta\) is large and small \(s\) dominate. The bracket is then \(s/24\) to leading order, and \(\int_0^\infty s\,e^{-\beta s}ds=1/\beta^2\) gives

\[
\Delta\sigma\simeq\frac{1}{48\pi^2}\left(\frac{B}{B_\phi}\right)^2 .
\]

For \(B_\phi\ll B\ll B_{tr}\), the argument of the digamma function approaches \(\frac12\). From \(\psi(1)=-\gamma\), with \(\gamma\) Euler's constant, and the recurrence,

\[
\psi\!\left(\frac12\right)=-\gamma-2\sum_{n=0}^\infty\left(\frac{1}{2n+1}-\frac{1}{2n+2}\right)=-\gamma-2\ln2\simeq-1.96,
\]

so that \(\Delta\sigma\simeq[\ln(B/B_\phi)-1.96]/(2\pi^2)\). Loops much larger than \(l_B^2\) in area have then lost their interference, and the magnetic length takes over from \(L_\phi\) as the long-distance cutoff.

A model film with round parameters shows the sizes involved. Its effective mass is 0.3 electron masses, its thickness \(d\) is 40 Å, and its Fermi energy is 0.15 eV above the subband bottom. For hard walls, the spacing of the lowest two subbands is \(3\pi^2/(2md^2)\), or 0.235 eV, so a single subband is occupied. The mean free path is 80 Å and the dephasing length 1000 Å. From \(k_F=\sqrt{2m\varepsilon_F}=0.1087\) Å\(^{-1}\) one finds \(k_Fl=8.7\) and \(\sigma_0=8.7/(2\pi)=1.38\) in units of \(e^2/\hbar\). The collision rate corresponds to \(\hbar/\tau=2\varepsilon_F/(k_Fl)=0.0345\) eV, and

\[
\frac{\tau_\phi}{\tau}=\frac{2L_\phi^2}{l^2}=\frac{2\times1000^2}{80^2}=312.5 .
\]

To logarithmic accuracy, that is, up to the undetermined constant of order one added to the logarithm, the zero-field correction is \(-0.0507\ln312.5=-0.29\), about a fifth of \(\sigma_0\) in magnitude. It is moderately small, and leading-order theory is reasonable but not precise.

Since \(\beta=l_B^2/(4L_\phi^2)\), the field \(B_\phi\) corresponds to \(l_B=2L_\phi=2000\) Å. There \(\beta=1\), the bracket is 0.036 and \(\Delta\sigma=0.0018\). At \(l_B=1000\) Å and 500 Å, the change is 0.015 and 0.055. At \(l_B=300\) Å,

\[
\beta=\frac{300^2}{4\times1000^2}=0.0225,\qquad \Delta\sigma=0.0507\times1.938=0.098 .
\]

This strongest field is 0.73 T, and the change is \(2.4\times10^{-5}\) S. It restores about a third of the conductance lost to interference. Here \(\omega_c\tau=l/(k_Fl_B^2)=0.008\) is very small, but \(B/B_{tr}=2l^2/l_B^2=0.14\) is only moderately so. The finite length of the flights, neglected in the diffusion approximation, changes the bracket by an amount of order \(B/B_{tr}\), so the conductance change at this strongest field is reliable only to about ten per cent. The classical decrease of the longitudinal conductivity, of relative size \((\omega_c\tau)^2\), is negligible here.

The same mechanism can be followed without diagrams in a small disordered conductor. Consider a square-lattice strip 14 sites wide and 36 long, with wide-band leads at both ends, that is, each end site is given the energy-independent self-energy \(-i\) times the hopping energy. Site energies are drawn uniformly from an interval of width 2.5 hopping energies, and the electron energy is one hopping energy below the band centre. Recursive Green functions give the conductance of each of 2000 samples. Without a field the mean is \(1.30\,e^2/h\) per spin. A field giving an electron a phase of 0.02 radian around each cell raises it by \(0.082\pm0.006\), the uncertainty being one standard error.

For a strip of length \(L\), averaging the local correction over the area gives, per spin and in units of \(e^2/h\),

\[
\delta g=-\frac{2}{L^2}\,\mathrm{Tr}\left[-(\nabla+2i\mathbf A)^2\right]^{-1},
\]

if dephasing is absent. Diagonalizing this operator on the lattice, with reflecting sides and absorbing ends, predicts an increase of 0.136 when \(L\) is taken as 37 lattice spacings, the distance between the two rows where the Cooperon vanishes; \(L=36\) would give 0.144. The microscopic change has the predicted sign but about 60 per cent of the predicted size. This comparison therefore supports the mechanism and the order of magnitude, not the precise prefactor. The strip lies outside the conditions of the derivation. The golden rule, with density of states 0.142 per site and hopping energy and potential variance \(2.5^2/12\), gives a mean free path of about 5 sites. The strip is thus only about three mean free paths wide, \(B/B_{tr}=2Bl^2\) is close to 1 rather than small, and the conductance is of order \(e^2/h\). The calculation does not identify how much each of these contributes to the difference.

The theory itself shows where it must fail in a large film. The zero-field correction becomes as large as \(\sigma_0\) when \(\ln(\tau_\phi/\tau)=\pi k_Fl\). Before that point the expansion has lost its meaning, and it gives no description of hopping between localized states. Nor does it locate a mobility edge: within this leading-order calculation the logarithm is present for every large \(k_Fl\), with no threshold energy. A fit of the formula to a measured film yields a dephasing length only if \(k_Fl\) is large, the correction is small, and the fitted fields lie well below \(B_{tr}\). These conditions are necessary, not sufficient: spin-orbit and magnetic scattering must also be slow compared with dephasing, and the interaction corrections left out here must not vary appreciably over the fitted range of field.
